Acid diffusion when a post-exposure bake is doubled

**Problem**

A chemically amplified resist film is exposed and then baked at 110 °C. During a 30 s bake, diffusion carries the acid a root-mean-square (RMS) distance of 6 nm along one lateral axis, measured from the place where each acid started. A second film, identical to the first, is baked at the same temperature for 60 s in total.

Assume that the diffusivity D has the same constant value everywhere in both films, that the film is at plate temperature from the first moment, and that there is no drift and no lateral wall. Acid is neither created nor lost during the bake.

(a) Find D.
(b) Find the RMS displacement along the same axis after 60 s.
(c) Explain why doubling the time does not double the displacement.

**Hints**

1. Start from conservation of acid and Fick's law. You need the mean of x², not the whole concentration profile.

2. Multiply the diffusion equation by x² and integrate over all x. Two integrations by parts remove the derivatives from the concentration.

3. For (c), split the 60 s into two halves and write the total displacement as a sum. Ask what the average of the product of the two parts must be.

**Solution**

Take a thin sheet of acid released at x = 0 at time t = 0. Because the film is uniform, acid released at any other point spreads in the same way about its own starting point, so this one case gives the displacement for all the acid.

Let c(x,t) be the amount of acid per unit length along x. Fick's law gives the flux towards positive x:

J = −D ∂c/∂x.

The minus sign says that acid flows from high to low concentration. Conservation requires ∂c/∂t = −∂J/∂x. Since D does not depend on x, it can be taken outside the derivative, and the two minus signs cancel:

∂c/∂t = D ∂²c/∂x².

The total amount is N = ∫ c dx, with all integrals running from −∞ to +∞. The mean-square displacement is

σ² = (1/N) ∫ x² c dx.

For the released sheet the solution is a Gaussian,

c = N/√(4πDt) · exp[−x²/(4Dt)].

To confirm this, differentiate it:

∂c/∂t = [−1/(2t) + x²/(4Dt²)] c,

∂c/∂x = −[x/(2Dt)] c,

∂²c/∂x² = [−1/(2Dt) + x²/(4D²t²)] c.

Multiplying the last line by D reproduces the first. The Gaussian and its slope fall faster at large |x| than any power of x grows, so the boundary terms below vanish. In particular, dN/dt = D[∂c/∂x] = 0, where the square brackets denote the difference between the values at +∞ and −∞. N is therefore constant.

Now differentiate the mean square, insert the diffusion equation and integrate by parts:

N dσ²/dt = D ∫ x² (∂²c/∂x²) dx
= D[x² ∂c/∂x] − 2D ∫ x (∂c/∂x) dx
= 0 − 2D[x c] + 2D ∫ c dx
= 2DN.

Dividing by N gives

dσ²/dt = 2D.

The displacement is zero at t = 0. With constant D, integration gives

σ² = 2Dt.

(a) Solve for D and insert the 30 s result:

D = σ²/(2t) = (6 nm)²/(2 × 30 s) = 36 nm²/(60 s) = 0.60 nm²/s.

Since 1 nm² = 10⁻¹⁴ cm², this is 6.0 × 10⁻¹⁵ cm²/s.

(b) Use the same D for the longer bake:

σ² = 2 × 0.60 nm²/s × 60 s = 72 nm²,

σ = √72 nm = 8.49 nm, or about 8.5 nm.

The diffusivity is not needed for this answer alone. Dividing σ² = 2Dt at the two times cancels D:

σ(60 s)/σ(30 s) = √(60/30) = √2 = 1.414.

The ratio also survives a change of convention. Suppose that the acid also moves freely in the vertical direction, with the film surfaces too far away to matter. The mean squares along the three axes then add, so the radial mean square is 6Dt. If the 6 nm were a radial RMS distance, D would be 36/(6 × 30) = 0.20 nm²/s, and the radial distance after 60 s would again be 8.49 nm. What matters is that both distances use the same convention.

(c) Let X₁ be an acid's displacement in the first 30 s and X₂ its further displacement in the second 30 s. Then

⟨(X₁ + X₂)²⟩ = ⟨X₁²⟩ + 2⟨X₁X₂⟩ + ⟨X₂²⟩.

In ordinary diffusion the later hops have no memory of the earlier ones and are equally likely in either direction. Hence ⟨X₁X₂⟩ = ⟨X₁⟩⟨X₂⟩ = 0. Constant D makes the two remaining terms equal, so the sum is 36 + 0 + 36 = 72 nm².

A linear law would give 12 nm, whose square is 144 nm². That needs ⟨X₁X₂⟩ = 36 nm², which means that each acid repeats its first displacement in both size and direction: then ⟨(X₁ − X₂)²⟩ = 36 − 72 + 36 = 0. Motion at a steady velocity would do this; diffusion does not.

**Reading the result**

The second half of the bake adds 72 − 36 = 36 nm² to the mean square, as much as the first half, but it adds just 2.49 nm to the RMS displacement. From dσ²/dt = 2σ dσ/dt = 2D, the growth rate is

dσ/dt = D/σ.

It is 0.10 nm/s at 30 s and 0.07 nm/s at 60 s. The formula predicts an unlimited rate as t → 0, because the mean square grows steadily from zero and its square root therefore starts with a vertical slope. When σ is no longer large compared with the length of a molecular hop, the profile is not a smooth Gaussian, but independent hops still give σ² = 2Dt if the chance of a hop per unit time is constant and both directions are equally likely. The law does fail at times so short that a molecule's motion keeps a memory of its earlier direction.

Loss of acid need not change the answer. Suppose that acid disappears at the same first-order rate k everywhere:

∂c/∂t = D ∂²c/∂x² − kc.

Writing c = e^(−kt)u cancels the loss term and leaves the ordinary diffusion equation for u. The factor e^(−kt) multiplies both the integral of x²c and the total amount, so it cancels in σ². With k = 0.010 s⁻¹, 55% of the acid remains after 60 s, and the survivors still have an RMS displacement of 8.49 nm.

The acid displacement is also not the same quantity as the blur of the chemical change. If the deprotection rate is proportional to the local acid concentration, conversion is low and no acid is lost, the change accumulates with equal weight from all moments of the bake. Its mean square is the time average of 2Dt′ from t′ = 0 to t, namely Dt. After 60 s this is 36 nm², an RMS width of 6 nm for a thin initial sheet.

**How a real bake differs**

A bake near 110 °C lasting about a minute, a film some tens of nanometres thick and an acid displacement of several nanometres are plausible values for a thin chemically amplified resist. Diffusivities vary widely with polymer, acid and temperature, so the value found here belongs to this example. The following estimates use illustrative parameters. The first three show how far a departure from the ideal bake moves the 60 s result; the last concerns vertical motion and leaves the lateral result unchanged.

First, a wafer needs time to warm. Let its temperature approach 110 °C from 23 °C exponentially with a time constant of 2 s, and let D follow an Arrhenius law with an activation energy of 1.0 eV. Numerical integration of D(t) divided by its plate-temperature value gives effective bake times of 24.93 s and 54.93 s. With the 30 s displacement held at 6 nm, the longer bake gives

σ = 6 nm × √(54.93/24.93) = 8.91 nm.

Second, the two plates may differ. If the 60 s plate is 1 K hotter, the same activation energy raises D by a factor of 1.082. Without the warm-up effect, the displacement becomes 8.49 nm × √1.082 = 8.83 nm.

Third, many resists contain a base that neutralizes acid. As a limiting model, take a thin sheet of acid in a film whose immobile base neutralizes it at once. Each nanometre along x holds base equal to 1% of the initial acid. A finite-volume solution, with D raised to 1.04 nm²/s so that the surviving acid still has an RMS displacement of 6 nm at 30 s, gives about 7.9 nm at 60 s. Unlike uniform first-order loss, this neutralization depends on position and changes the shape of the acid profile. The number applies to this sheet, not to a general printed pattern.

Finally, the film surfaces restrict vertical motion. For a 50 nm film with reflecting surfaces, acid starting uniformly through the depth and D held at 0.60 nm²/s, a numerical solution gives a vertical RMS displacement of 7.68 nm after 60 s. The lateral value remains 8.49 nm, because reflection at the top and bottom does not alter motion parallel to the film.

**Variation 1: the 6 nm includes an initial blur**

Suppose that 6 nm is the total RMS width of the acid profile after 30 s, and that the profile already had an RMS width s₀ = 2 nm before the bake. What is the total width after 60 s?

An acid's final position is its starting position plus its displacement. The displacement is independent of the starting point and has zero mean, so the mean squares add:

s² = s₀² + 2Dt.

At 30 s, diffusion supplies 36 − 4 = 32 nm². At 60 s it supplies twice this, 64 nm². Therefore

s = √(4 + 64) nm = √68 nm = 8.25 nm.

For a general initial width, s² = s₀² + 2(36 nm² − s₀²) = 72 nm² − s₀². With s₀ = 0 the original answer returns. With s₀ = 6 nm there has been no diffusion, and the width stays at 6 nm.

**Variation 2: the diffusivity changes during the bake**

Deprotection changes the polymer through which the acid moves. Suppose that D remains uniform in space but drifts from D₀ towards rD₀ with time constant τ = 30 s:

D(t) = D₀[1 + (r − 1)(1 − e^(−t/τ))].

The 30 s displacement is still 6 nm. Find the 60 s displacement for r = 2 and r = 1/2.

The step dσ²/dt = 2D needed D to be uniform in space, not constant in time. Integrating it now gives

σ² = 2 ∫₀ᵗ D(t′) dt′ = 2D₀{t + (r − 1)[t − τ(1 − e^(−t/τ))]}.

The inner square bracket is 11.04 s at t = 30 s and 34.06 s at t = 60 s. For r = 2 the curly brackets are 41.04 s and 94.06 s, so

σ = 6 nm × √(94.06/41.04) = 9.08 nm.

For r = 1/2 they are 24.48 s and 42.97 s, so

σ = 6 nm × √(42.97/24.48) = 7.95 nm.

A rising diffusivity gives more than 8.49 nm and a falling one gives less. If τ is much longer than the bake, D stays near D₀; if τ is much shorter, D is near rD₀ for almost the whole bake. Both limits return 8.49 nm.

If deprotection follows the exposed pattern, D also varies in space. Fick's law then gives ∂c/∂t = ∂(D ∂c/∂x)/∂x, and the same integrations by parts yield

dσ²/dt = 2⟨D + x ∂D/∂x⟩,

where the average is over the acid. The 60 s result then depends on the pattern and cannot be found from the 30 s displacement alone.

All numerical values are calculated from the stated model.
